\section*{Edge Voltage of a Capacitive Reactor with a Surface Standing Wave}

\section*{Problem}

A capacitive plasma reactor has two parallel circular electrodes of radius $R=0.15$ m. Radio-frequency power is fed in evenly around the rim. At the driving frequency, the surface wave guided by the plasma-filled gap has wavelength $\lambda=1.00$ m. Let $V(r)$ be the complex amplitude of the voltage between the electrodes at distance $r$ from the axis. By what percentage does the voltage magnitude at the edge differ from that at the centre, and what does this imply for the heating of the electrons?

Take the electrodes as perfect conductors and neglect losses at first. Plasma density and sheath width do not depend on $r$. The fields are axisymmetric, and the two electrodes carry equal and opposite radial currents. All amplitudes multiply $e^{i\omega t}$, and only the driving frequency is considered.

\section*{A tempting solution}

The wave enters at the rim, runs to the centre and comes out on the other side. Waves therefore travel in both directions along any diameter. With $k=2\pi/\lambda$, their sum is a standing wave,
\begin{equation}
\tfrac12 V(0)\left(e^{ikr}+e^{-ikr}\right)=V(0)\cos kr ,
\label{eq:wrong}
\end{equation}
with zero slope at the centre, as symmetry demands. The argument at the edge is
\begin{equation}
x=kR=\frac{2\pi\,(0.15\ \mathrm{m})}{1.00\ \mathrm{m}}=0.9425 ,
\label{eq:x}
\end{equation}
and $1-\cos x=0.412$. The edge voltage would be 41 percent below the centre voltage.

The wavelength, the argument and the symmetry are all right. The fault is in \eqref{eq:wrong}: it adds two waves that keep a constant amplitude as they travel. That is correct on a strip, where the wave front has the same length everywhere. In the circular reactor the wave arrives from all sides, and the circumference available to the current shrinks towards the axis. The equations for voltage and current show what this changes.

\section*{The equations of the circular line}

\subsection*{Faraday's law}

Let $z$ point upwards, with the lower electrode at $z=0$ and the upper one at $z=h$. The voltage of the upper electrode relative to the lower one is
\begin{equation}
V(r)=-\int_0^h E_z\,dz .
\end{equation}
Let $K(r)$ be the outward current per unit circumference on the inner surface of the upper electrode; the lower electrode carries $-K$. The azimuthal component of Faraday's law is
\begin{equation}
\frac{\partial E_r}{\partial z}-\frac{\partial E_z}{\partial r}=-i\omega B_\varphi .
\end{equation}
Integrate this over $z$ from $0$ to $h$. The first term gives $E_r(h)-E_r(0)$, which vanishes because the tangential electric field is zero at a perfect conductor. The second term gives $+dV/dr$. The magnetic flux per unit radial length is proportional to the current that produces it, and we write it as $\int_0^h B_\varphi\,dz=LK$. Hence
\begin{equation}
\frac{dV}{dr}=-i\omega L K .
\label{eq:faraday}
\end{equation}
The constant $L$ is the inductance per square, in henry. It is positive: the boundary condition at the upper electrode gives $H_\varphi=K$ there, and in the mode considered here $H_\varphi$ keeps this sign across the whole gap, so flux and current have the same sign.

\subsection*{Charge conservation}

Consider the ring of the upper electrode between $r$ and $r+dr$. The current entering at its inner rim is $2\pi rK(r)$. What does not leave at the outer rim crosses into the gap as a downward current density $J$:
\begin{equation}
2\pi rK(r)-2\pi(r+dr)K(r+dr)=2\pi r\,dr\,J(r).
\end{equation}
Dividing by $2\pi\,dr$ and letting $dr\to0$ gives $-d(rK)/dr=rJ$. At the electrode the current is taken to be the displacement current of the sheath, $J=i\omega CV$, where $C$ is the capacitance of the gap per unit area. Therefore
\begin{equation}
\frac1r\frac{d}{dr}(rK)=-i\omega C V .
\label{eq:charge}
\end{equation}
The factor $r$ inside the derivative is the circumference of the ring, up to $2\pi$. On a strip it would be absent.

\subsection*{The wave equation}

From \eqref{eq:faraday}, $K=-V'/(i\omega L)$, where the prime means $d/dr$. Inserting this in \eqref{eq:charge} and multiplying by $-i\omega L$ gives
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{dV}{dr}\right)=(-i\omega L)(-i\omega C)V=-\omega^2LC\,V ,
\end{equation}
since $(-i)^2=-1$. With the derivative written out,
\begin{equation}
V''+\frac1rV'+k^2V=0,\qquad k^2=\omega^2LC .
\label{eq:bessel}
\end{equation}
Without the middle term this is the equation of a strip. Its waves are $e^{\pm ikr}$ and their wavelength is $2\pi/k$. This is the sense in which the surface wave has wavelength $\lambda$, so $k=2\pi/\lambda$.

This $\lambda$ is not the vacuum wavelength. An empty gap has $L=\mu_0h$ and $C=\varepsilon_0/h$, so $LC=\mu_0\varepsilon_0$ and the wave travels at the speed of light. With a dense plasma, nearly all the voltage falls across the sheaths. If their total thickness is $s<h$, then $C\approx\varepsilon_0/s$. The magnetic flux fills the sheaths and also enters the plasma, so $L$ exceeds $\mu_0s$. The product $LC$ is then larger than $\mu_0\varepsilon_0$ and the wave is slower.

\section*{Where the cosine fails}

Put $V=V(0)\cos kr$ into the left side of \eqref{eq:bessel}. The first and third terms cancel, and what remains is
\begin{equation}
\frac1rV'=-\frac{k}{r}\,V(0)\sin kr .
\end{equation}
This is not small near the axis. There $\sin kr\approx kr$, and the remainder tends to $-k^2V(0)$, which is as large as the terms that cancelled. The cosine therefore violates charge conservation even at the centre, where one might have hoped that the curvature of the wave fronts would not matter.

The size of the error can be read off there. Near the axis let $V\approx V(0)(1-ar^2)$. Then $V''=-2aV(0)$ and $V'/r=-2aV(0)$. On a strip the first term alone must balance $k^2V(0)$, so $a=k^2/2$. In the circular reactor both contribute, so $4a=k^2$ and $a=k^2/4$. To leading order in $kR$, the cosine overstates the drop by a factor of two.

\section*{The right profile}

\subsection*{Series solution}

Near the axis the term $k^2V$ in \eqref{eq:bessel} can be neglected for the singular part of a solution. This leaves $(rV')'=0$, hence $rV'=B$ and $V=A+B\ln r$. By \eqref{eq:faraday}, a nonzero $B$ means that $rK$ stays finite as $r\to0$: a finite current would be fed in at the axis. There is no such feed, so $B=0$ and $V$ is regular.

A regular solution can be written as a power series. A term linear in $r$ would make $V'/r$ diverge, and the equation links only powers that differ by two, so all odd powers are absent. Let
\begin{equation}
V=V(0)\sum_{m=0}^{\infty}a_mr^{2m},\qquad a_0=1 .
\end{equation}
Each term obeys
\begin{equation}
\left(\frac{d^2}{dr^2}+\frac1r\frac{d}{dr}\right)r^{2m}
=\left[2m(2m-1)+2m\right]r^{2m-2}=4m^2r^{2m-2}.
\end{equation}
The coefficient of $r^{2m-2}$ in \eqref{eq:bessel} must vanish, which gives
\begin{equation}
4m^2a_m+k^2a_{m-1}=0,\qquad a_m=-\frac{k^2}{4m^2}\,a_{m-1}.
\end{equation}
The first coefficients are $a_1=-k^2/4$, $a_2=k^4/64$, $a_3=-k^6/2304$ and $a_4=k^8/147456$. The series defines the Bessel function $J_0$:
\begin{equation}
\frac{V(r)}{V(0)}=J_0(kr)=1-\frac{(kr)^2}{4}+\frac{(kr)^4}{64}-\frac{(kr)^6}{2304}+\cdots
\label{eq:J0}
\end{equation}

\subsection*{The same result from plane waves}

The tempting solution used standing waves along one diameter. It can be repaired by using all diameters. A plane standing wave whose direction makes an angle $\varphi$ with the line from the centre to the observation point contributes $\cos(kr\cos\varphi)$ there. Each such wave satisfies the two-dimensional wave equation, and so does their average over directions,
\begin{equation}
\frac1\pi\int_0^\pi\cos(kr\cos\varphi)\,d\varphi .
\label{eq:average}
\end{equation}
This average depends on $r$ alone, is regular, and equals one at the centre. The series above is fixed completely by these properties, so the average is $J_0(kr)$.

The factor of two is now visible. To second order the integrand is $1-\tfrac12(kr)^2\cos^2\varphi$, and the mean of $\cos^2\varphi$ is one half. A wave running along the radius varies at the full rate, while a wave running across it does not vary at all along that radius. The cosine solution counts only the former.

\section*{Numbers}

With $x=0.9425$ from \eqref{eq:x}, the terms of \eqref{eq:J0} are
\begin{equation}
\frac{x^2}{4}=0.22207,\qquad \frac{x^4}{64}=0.01233,\qquad \frac{x^6}{2304}=0.00030 ,
\end{equation}
so that
\begin{equation}
\frac{V(R)}{V(0)}=1-0.22207+0.01233-0.00030=0.78996 .
\end{equation}
The terms alternate in sign and decrease, so the error of this sum is smaller than the first omitted term, $x^8/147456=4.2\times10^{-6}$. The drop relative to the centre is
\begin{equation}
1-\frac{V(R)}{V(0)}=0.210 .
\end{equation}
The edge voltage is 21 percent below the centre voltage, about half of what the cosine gave. The numerical output lists the same ratio from direct integration of \eqref{eq:faraday} and \eqref{eq:charge} and from the average \eqref{eq:average}.

The reference value matters when the percentage is quoted. Since the power is fed in at the rim, the edge voltage is an equally natural reference. Relative to the edge, the centre voltage is higher by $1/0.790-1=0.27$, or 27 percent.

The ratio depends on $R/\lambda$ alone. Frequency, capacitance and inductance enter through $\lambda$. As an illustration with round values, take $f=60$ MHz and $C=4.0$ nF/m$^2$. From $k=\omega\sqrt{LC}$ we have $\lambda=1/(f\sqrt{LC})$, and the given wavelength requires
\begin{equation}
L=\frac{1}{Cf^2\lambda^2}
=\frac{1}{(4.0\times10^{-9})(60\times10^{6})^2(1.00)^2}\ \mathrm{H}
=69.4\ \mathrm{nH}.
\end{equation}
The phase velocity is $f\lambda=6.0\times10^7$ m/s, about one fifth of the speed of light. These values fit only a fairly wide gap and a moderate density. The magnetic field in the plasma is weaker than at the electrodes, so $L$ is at most about $\mu_0h$, and the gap must be at least about $L/\mu_0=55$ mm. The field also enters the plasma only to about a skin depth $c/\omega_p$ from each side, with $\omega_p$ the electron plasma frequency. Then $L\lesssim\mu_0(s+2c/\omega_p)$ with $s\approx2$ mm requires $c/\omega_p\gtrsim27$ mm, or an electron density below about $4\times10^{16}$ m$^{-3}$.

\section*{Small and large reactors}

For $kR\ll1$ the quadratic term suffices:
\begin{equation}
1-\frac{V(R)}{V(0)}\approx\frac{(kR)^2}{4}=\left(\frac{\pi R}{\lambda}\right)^2 .
\label{eq:small}
\end{equation}
Here it gives 22.2 percent instead of 21.0 percent, so it is still usable as an estimate. It also shows the scaling. Doubling the radius of a small reactor multiplies the drop by about four. Doubling the frequency does the same if $L$ and $C$ stay fixed, which a real plasma need not respect, since its density and sheath width respond to the frequency.

For larger reactors the question is how long the voltage keeps falling outwards. Multiply \eqref{eq:bessel} by $r$ and integrate from the axis:
\begin{equation}
rV'(r)=-k^2\int_0^r r'V(r')\,dr' .
\label{eq:mono}
\end{equation}
With $V(0)$ taken as positive, the right side is negative as long as $V$ has not changed sign. The voltage therefore falls steadily from the centre at least as far as the first node. That node lies at $r=0.383$ m, well outside the present electrode. The cosine would have put it at $\lambda/4=0.25$ m. An electrode reaching to the node would have a vanishing edge voltage for a finite centre voltage; losses, neglected so far, would then have to be included.

The distance between nodes shows how the wavelength appears in a circular wave. Set $V=r^{-1/2}u$. Then
\begin{align}
V'&=r^{-1/2}u'-\tfrac12r^{-3/2}u,\\
V''&=r^{-1/2}u''-r^{-3/2}u'+\tfrac34r^{-5/2}u .
\end{align}
In $V''+V'/r$ the terms with $u'$ cancel and those with $u$ combine to $(\tfrac34-\tfrac12)r^{-5/2}u$. Equation \eqref{eq:bessel} becomes
\begin{equation}
u''+\left(k^2+\frac{1}{4r^2}\right)u=0 .
\end{equation}
Far from the axis the extra term is negligible, $u$ is sinusoidal, and the nodes are $\lambda/2$ apart. Nearer the axis the extra term raises the local wavenumber and brings the nodes slightly closer together: the first two are separated by 0.496 m instead of 0.500 m. The factor $r^{-1/2}$ is the change of amplitude that the tempting solution left out.

\section*{Consequence for electron heating}

The current density entering the gap is $J=i\omega CV$, so it has the same radial profile as the voltage. Within the plasma, the axial current may vary with height, but in the single guided wave considered here its vertical distribution is the same at every radius. Localized fields that the feed may excite near the rim are left out. For fixed density and collision rate, the ohmic heating per unit area by the axial current is then proportional to $|J|^2$, and hence to $|V|^2$:
\begin{equation}
\frac{P_z(R)}{P_z(0)}=\left|\frac{V(R)}{V(0)}\right|^2=(0.790)^2=0.624 .
\end{equation}
This part of the heating is 38 percent lower at the edge. Squaring nearly doubles a small drop: for a voltage drop $\delta$ the heating drop is $2\delta-\delta^2$.

The total heating need not follow this profile. The magnetic field also drives radial currents in the plasma, which scale with $K$. By \eqref{eq:faraday} and \eqref{eq:mono}, $K$ vanishes on the axis and grows in proportion to $r$ near it, so the heating by radial currents is zero at the centre and opposes the nonuniformity found here. This need not be a small correction: in a dense plasma the radial currents can heat the edge more strongly than the axial current does, and the total ohmic heating can then be larger at the edge than at the centre. Stochastic heating at the moving sheath edges is a further contribution with its own dependence on voltage. Finally, the plasma responds: if stronger heating raises the density at the centre, $L$ and $C$ become functions of $r$ and \eqref{eq:bessel} no longer holds with a constant $k$. The sheath responds as well, even at fixed density: a real sheath widens with the local voltage. If $s\propto|V|^p$, then $C\propto|V|^{-p}$ and $|J|^2\propto|V|^{2-2p}$. The voltage ratio stays near 0.79, but the axial heating at the edge is then lower by only about 21 percent for a sheath of uniform ion density ($p=1/2$) and by 11 to 12 percent for a Child-law sheath ($p=3/4$). The figure of 38 percent describes only the ohmic heating by the axial current in a uniform plasma with a sheath of fixed width, not the total heating or the final density profile.

\section*{Effect of weak losses}

The power absorbed by the plasma damps the wave. A simple model adds a series resistance per square $R_s$, so that $i\omega L$ in \eqref{eq:faraday} becomes $i\omega L+R_s$. Repeating the elimination gives
\begin{equation}
k^2=-(i\omega L+R_s)(i\omega C)=\omega^2LC-i\omega CR_s .
\end{equation}
The resistance $R_s$ stands for loss by the radial currents. Loss by the axial current makes $C$ complex instead, and at moderate density it can be the larger part. Either way $k$ becomes complex, and what follows depends only on $k$. Write $k=\beta(1-i\eta)$ with $\eta>0$. An outgoing wave $e^{-ikr}=e^{-i\beta r}e^{-\eta\beta r}$ then decays, as it should. Keep the wavelength fixed, $\beta=2\pi/\lambda$, so that $x=\beta R$ is unchanged. The profile is still $J_0(kr)$, now with a complex argument. Expanding at the edge to second order in $\eta$,
\begin{equation}
J_0(x-i\eta x)\approx J_0(x)-i\eta xJ_0'(x)-\tfrac12\eta^2x^2J_0''(x).
\end{equation}
The first-order term is imaginary. It shifts the phase and enters the magnitude only through its square:
\begin{equation}
|J_0(x-i\eta x)|^2\approx J_0^2+\eta^2x^2\left(J_0'^2-J_0J_0''\right).
\end{equation}
From \eqref{eq:bessel}, $J_0''=-J_0-J_0'/x$. The series gives $-J_0'/x=\tfrac12-x^2/16+\cdots$, which is below one half here, while $J_0=0.790$. Thus $J_0''<0$, the bracket is positive, and weak loss slightly reduces the drop. For $\eta=0.10$, evaluation with the full complex argument gives 20.75 percent instead of 21.00 percent. The answer of 21 percent therefore survives a damping of this size. Stronger damping, which can occur when the collision rate exceeds $\omega$, changes it: $\eta=0.3$ gives 18.7 percent.

\section*{Values computed for the example and the checks}
\begin{verbatim}
surface wavelength: 1.00 m
electrode radius: 0.15 m
frequency: 60 MHz
capacitance per area C: 4.0 nF/m^2
inductance per square L: 69.4 nH
wavenumber k: 6.2832 rad/m
argument x = kR: 0.9425 (dimensionless)
series term x^2/4: 0.22207 (dimensionless)
series term x^4/64: 0.01233 (dimensionless)
series term x^6/2304: 0.00030 (dimensionless)
first omitted term: 4.2e-06 (dimensionless)
series sum: 0.78996 (dimensionless)
V(R)/V(0), Bessel function: 0.78996 (dimensionless)
V(R)/V(0), line equations: 0.78996 (dimensionless)
V(R)/V(0), direction average: 0.78996 (dimensionless)
edge voltage drop: 21.00 percent
drop from quadratic term only: 22.21 percent
drop for plane strip: 41.22 percent
first voltage node radius: 0.3827 m
spacing of first two nodes: 0.4958 m
spacing of nodes 59 and 60: 0.50000 m
edge/centre axial ohmic heating: 0.6240 (dimensionless)
axial ohmic heating drop: 37.6 percent
loss ratio alpha/beta: 0.10 (dimensionless)
edge voltage drop with loss: 20.75 percent
\end{verbatim}
